# Central-Cell Subsampling for Monolayer GW: Accuracy and Cost

## The error to be removed

Take a gapped monolayer with a $12\times12$ momentum grid, and leave the Coulomb interaction unscreened in the one grid cell around zero momentum transfer. In the model below, the difference between the two band-edge self-energies is then wrong by 0.81 eV. With the same treatment, global refinement needs about a $120\times120$ grid to bring the error under 10 meV. The cause is local: screening in a sheet vanishes at $q=0$ but sets in over a small momentum $1/r$, where $r$ is a screening length of several nanometres. The coarse grid has no nonzero point in that region.

The remedy has two parts. A few extra momenta resolve the central cell, and a lattice sum corrects the neighbouring cells. The second part matters: subsampling alone still leaves 48 meV on the $12\times12$ grid.

## Model and conventions

Here $e^2$ stands for $e^2/(4\pi\varepsilon_0)=1.440$ eV nm. The crystal is hexagonal, with cell area $A$ and two sites per cell. Its bands are $\pm E_k$, where $E_k=\sqrt{m^2+|g_k|^2}$, $2m$ is the starting gap, and $g_k=t\sum_\delta e^{ik\cdot\delta}$ sums over the three bonds. Site positions are included in the Bloch phases. The layer is neutral, at zero temperature, time-reversal symmetric, and isolated from its periodic images.

Remote bands act as a static polarizable sheet of screening length $r_b$. With site positions $\tau_a$ and orbital width $s$, the interaction before screening by the two explicit bands is

$$U_{ab}(q)=\frac1A\sum_G\frac{2\pi e^2e^{-Q^2s^2}}{Q(1+r_bQ)}e^{iG\cdot(\tau_a-\tau_b)},\qquad Q=|q+G|.$$

For bands $n,m$ let $M_a=u^*_{nk,a}u_{m,k+q,a}$. Linear response gives terms $(f_n-f_m)/(i\omega+E_n-E_m)$ multiplying $M_aM_b^*$. With $D_k=E_k+E_{k+q}$, valence-to-conduction pairs have the factor $1/(i\omega-D_k)$ and the reverse pairs $-1/(i\omega+D_k)$. Time reversal, with $k\to-k-q$, makes the matrix products of the two sets equal. Their factors add to

$$\frac1{i\omega-D_k}-\frac1{i\omega+D_k}=\frac{2D_k}{(i\omega)^2-D_k^2}=-\frac{2D_k}{\omega^2+D_k^2}.$$

Including spin,

$$\chi_{ab}(q,i\omega)=-\frac2{N_k}\sum_kM_aM_b^*\frac{2D_k}{\omega^2+D_k^2},\qquad W=(1-U\chi)^{-1}U .$$

The matrix inverse keeps local fields within the two-site basis.

The target is $D=\Sigma_c(E_c)-\Sigma_v(E_v)$ at $K$, in one-shot GW. It is not a quasiparticle gap correction, because the mean-field exchange-correlation potential has not been subtracted. For a local potential, that subtraction does not depend on the $q$ grid.

## From the self-energy to a two-dimensional integral

Let $W_c=W-U$, $w(\omega)=M^\dagger W_c(i\omega)M$ and $a=E_n-E_m$. Since $w$ is even in $\omega$, the odd part of $1/(a+i\omega)=(a-i\omega)/(a^2+\omega^2)$ drops out:

$$C_{nm}=-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{w(\omega)}{a+i\omega}
=-\int_0^\infty\frac{d\omega}{\pi}\frac{a\,w(\omega)}{a^2+\omega^2}.$$

At a band edge no intermediate state lies between $E_n$ and the chemical potential, so no pole contribution is added. Thus $a\ge0$ for valence and $a\le0$ for conduction intermediate states. Exchange adds $-M^\dagger UM$ for valence intermediates.

The kernel becomes narrow as $a\to0$. Subtract $w(0)\sigma^2/(\sigma^2+\omega^2)$ from $w$, with $\sigma$ a few eV, and restore it analytically. For $a>0$, partial fractions give

$$\int_0^\infty\frac{d\omega}{\pi}\frac{a}{a^2+\omega^2}\frac{\sigma^2}{\sigma^2+\omega^2}
=\frac{a\sigma^2}{2(\sigma^2-a^2)}\left(\frac1a-\frac1\sigma\right)=\frac{\sigma}{2(\sigma+a)} .$$

For $a<0$, replace $a$ by $|a|$ and reverse the sign. As a test, the integrand of $D$ at $q=(b_1+2b_2)/6$, with $b_1,b_2$ the reciprocal basis vectors and a $6\times6$ $k$ mesh, was also built from explicit RPA excitation energies. Both routes give 0.19105 eV.

As $q\to0$, same-band overlaps tend to one, interband overlaps vanish, and $|a|$ becomes small compared with the excitation energies in $W_c$. Then $C\to-\tfrac12W_c(0)$ at the valence edge and $+\tfrac12W_c(0)$ at the conduction edge. The integrand of $D$ becomes

$$f=\tfrac12W_c-\left(-U-\tfrac12W_c\right)=U+W_c=W .$$

This is why the grid error of the gap should be analysed with the whole $W$, not with its correlation part alone.

## The small-momentum law

First-order perturbation theory gives the interband overlap $q\langle v|\partial_xH|c\rangle/(2E_k)$. Summing the static $\chi$ over both site indices and dividing by $A$ gives $-\alpha q^2$, with

$$\alpha=\frac1{AN_k}\sum_k\frac{4|\langle v|\partial_xH|c\rangle|^2}{(2E_k)^3}.$$

Threefold symmetry forbids a coupling linear in $q$ between the uniform and staggered site densities. Local fields therefore change the uniform response only at order $q^4$. In the uniform channel, multiplied by $A$ to give an interaction per unit density,

$$\frac1{AW}=\frac{q(1+r_bq)}{2\pi e^2}+\alpha q^2
=\frac{q(1+rq)}{2\pi e^2},$$

so $r=r_b+2\pi e^2\alpha$ and

$$f(q)\simeq\frac{2\pi e^2}{A\,q(1+rq)} .$$

For $q\ll1/r$ this is the bare interaction; for $q\gg1/r$, while the small-$q$ polarizability still holds, it falls as $1/(rq^2)$. The interband length is 0.930 nm from velocities and 0.929 nm from the full matrix response at small $q$.

## Two treatments without subsampling

A grid cell has area $4\pi^2/(AN^2)$. The disc of equal area has radius $\kappa=\sqrt{4\pi/A}/N$. Its contribution to $D$ is $(A/4\pi^2)\int d^2q\,f$, which for the law above equals $e^2\int_0^\kappa dq/(1+rq)$.

If the centre is left unscreened, $1/(1+rq)$ is replaced by 1, and the error is

$$\delta_{\rm un}=e^2\int_0^\kappa\frac{rq}{1+rq}dq
=e^2\left[\kappa-\frac{\ln(1+r\kappa)}r\right]\to\frac{e^2r\kappa^2}{2}\quad(r\kappa\ll1).$$

A second choice averages the bare interaction over the disc and adds the finite limit of $W-v$ at $q\to0$, where $v=2\pi e^2/(Aq)$. This replaces $1/(1+rq)$ by $1-rq$. The difference is $-r^2q^2/(1+rq)$, hence

$$\delta_{\rm lim}=-e^2\left[\frac{r\kappa^2}{2}-\kappa+\frac{\ln(1+r\kappa)}r\right]
\to-\frac{e^2r^2\kappa^3}{3}.$$

The higher order reduces the central-cell error only on fine grids. The disc average of this approximation is proportional to $2/\kappa-r$, which is negative when $r\kappa>2$, although the integrand it replaces is positive.

## Subsampling the centre

In polar coordinates the area element cancels the divergence. With Gauss nodes $x_j$ and weights $w_j$ on $(0,1)$, and one ray,

$$S=\frac2{N^2}\sum_{j=1}^{n_s}w_jx_jf(\kappa x_j).$$

The smooth function $qf$ has its nearest pole at $q=-1/r$. Put $q=\kappa(1+y)/2$; the pole then lies at $y=-z$, with $z=1+2/(r\kappa)$. Let $\rho=z+\sqrt{z^2-1}$. The Chebyshev coefficients of $1/(z+y)$ fall as $\rho^{-j}$, and an $n$-point Gauss rule integrates all degrees through $2n-1$ exactly. Its error therefore starts at $j=2n$ and falls by about $\rho^2$ per added point. For large $r\kappa$, $\rho\simeq1+2/\sqrt{r\kappa}$, so the number of points needed grows as $\sqrt{r\kappa}$.

The ray should be perpendicular to $\Gamma K$. At $K$, threefold symmetry makes the first angular variation a third harmonic, and a crystal reflection combined with time reversal leaves $\cos3\theta$, with $\theta$ measured from $\Gamma K$. It vanishes at $90^\circ$.

## The error left in the neighbouring cells

The other cells are still represented by their midpoints. With $x=rq$,

$$\nabla^2\frac1{q(1+x)}=\frac{1+3x+4x^2}{q^3(1+x)^3}>0 .$$

To leading order in cell size, the average over a cell therefore exceeds its midpoint value, and the subsampled $D$ is too small.

To estimate this error, use

$$h(q)=\frac{2\pi e^2e^{-(q/q_c)^2}}{Aq(1+rq)} .$$

Sum it over the fine lattice in the whole plane and subtract its integral outside the disc:

$$R=\frac1{N^2}\sum_{q\ne0}h(q)-e^2\int_\kappa^\infty\frac{e^{-(q/q_c)^2}}{1+rq}dq .$$

The corrected result is $D=B+S-R$, where $B=N^{-2}\sum_{q\ne0}f(q)$ over one zone. The Gaussian must be broad on the grid scale, $Naq_c\gg2$ with $a$ the lattice constant. It need not be small at the first nonzero $G$, because $h$ is smooth there. The example uses $q_c=4$ nm$^{-1}$; at $N=12$, raising it as far as 64 nm$^{-1}$, well beyond $|G|=22.7$ nm$^{-1}$, changes $D$ by less than 0.3 meV. The innermost subsample supplies

$$r=\frac1{q_1}\left[\frac{2\pi e^2}{Aq_1f(q_1)}-1\right].$$

The correction tolerates a modest error in $r$: in the example below, a 10% error changes $R$ by about 4 meV at $N=12$ and by about 1 meV at $N=48$.

When $r\kappa\ll1$, the bare $1/q$ part dominates $R$. Write $q=2\pi n/(\sqrt A N)$, where $n$ runs over a hexagonal lattice of unit cell area. Both sum and integral acquire the factor $e^2/(\sqrt A N)$, so

$$R\to-\frac{Ce^2}{\sqrt A N},\qquad
C=-\frac{6\zeta(\frac12)L(\frac12)}{\sqrt{2/\sqrt3}}-2\sqrt\pi=0.376 .$$

Here $L(s)=1-2^{-s}+4^{-s}-5^{-s}+\cdots$. The zeta term is the lattice sum minus the integral over the whole plane, and $2\sqrt\pi$ is the integral of $1/|n|$ over the disc. Direct summation at $N=96$ gives 0.377. Subsampling the central cell alone thus leaves a first-order error in $1/N$.

For separate band edges, include the remote bands' Coulomb hole, $\tfrac12(U-v)$, which cancels in $D$. The small-$q$ integrands are then $-\tfrac12(W+v)$ for valence and $\tfrac12(W-v)$ for conduction. Their corrections to subtract are $-\tfrac12(R_W+R_v)$ and $\tfrac12(R_W-R_v)$, where $R_v$ is $R$ evaluated with $r=0$. In the example below, with $q_c=4$ nm$^{-1}$, they leave an error of about 5 meV in each edge at $N=12$; it is nearly the same for both and cancels in $D$. This error is set by the cutoff: it falls to about 1 meV at $q_c=8$ nm$^{-1}$ and below 0.5 meV at 16 nm$^{-1}$, so separate edges call for a larger $q_c$ than $D$ does.

## Pseudocode

```
choose N, n_s, ray direction u, cutoff q_c
B = sum of f(q) over nonzero grid points / N^2
kappa = sqrt(4*pi/A) / N
x, w = Gauss nodes and weights on (0,1)
for j = 1 ... n_s:
    q_j = kappa*x_j
    obtain states at k + q_j*u on the coarse k mesh
    calculate chi, W and f_j
S = (2/N^2) * sum(w_j*x_j*f_j)
r = (2*pi*e2/(A*q_1*f_1) - 1) / q_1
R = lattice sum of h / N^2 - radial integral of h
return B + S - R
repeat with larger n_s, then with larger N
```

## Worked example

The parameters are a lattice constant of 0.32 nm, a starting gap of 1.7 eV, hopping 1.3 eV, orbital width 0.07 nm and $r_b=3$ nm. They give $A=0.08868$ nm$^2$ and $r=3.93$ nm. For $N=12$, $\kappa=0.992$ nm$^{-1}$ and $r\kappa=3.90$.

The four integrands along the ray are 1165.156, 135.025, 40.983 and 22.334 eV. The Gauss nodes are 0.0694, 0.3300, 0.6700 and 0.9306; the outer two weights are 0.1739 and the inner two 0.3261. The products $w_jx_jf_j$ sum to 41.17 eV, so

$$S=\frac{2(41.17)}{144}=0.5718\ {\rm eV}.$$

With $B=0.4739$ eV, the subsampled value is 1.0457 eV. The lattice error is $R=-0.0481$ eV, giving $D=1.0938$ eV. A polar Gauss integration over the entire hexagonal zone, which uses no uniform $q$ grid, also gives 1.0938 eV. It was run with an $18\times18$ $k$ mesh, whereas the corrected value used $12\times12$.

The first four Gauss rules err by $-97.7$, $-15.2$, $-2.3$ and $-0.3$ meV relative to a twelve-point rule on the same ray. The reduction from two to three points is 6.7; the pole estimate is 7.0.

The unscreened-centre law predicts an error of

$$1.440\left(0.992-\frac{\ln4.899}{3.930}\right)=0.846\ {\rm eV},$$

against 0.858 eV in the lattice calculation. Adding the neighbouring-cell error of $-0.048$ eV gives the 0.81 eV quoted at the start.

Total errors against the polar reference are listed in meV. The $k$ mesh is held at $18\times18$, and every row uses the $r$ found at $N=12$.

| $N$ | Unscreened | Limit | Subsampled | Corrected |
|---:|---:|---:|---:|---:|
| 6 | 2055 | −9082 | −53 | −0.2 |
| 12 | 810 | −1975 | −48 | 0.1 |
| 24 | 282 | −414 | −38 | −0.1 |
| 48 | 81 | −93 | −27 | 0.0 |

The subsampled error falls more slowly than $1/N$ here because $r\kappa$ is not yet small. At $N=48$ the asymptotic formula would give $-38$ meV, whereas the actual error is $-27$ meV. At $N=6$ the corrected value still depends on the cutoff: doubling $q_c$ changes it by about 1.5 meV, against 0.2 meV at $N=12$. The error of $-0.2$ meV in the first row is therefore partly accidental. The very small corrected errors were obtained for this two-band model only. They should not be taken as the accuracy expected for a full plane-wave calculation.

There is also a cheaper analytic centre. Replacing $S$ by $e^2\ln(1+r\kappa)/r$ gives 0.582 eV, about 10 meV above the sampled value. It needs one small-$q$ point to determine $r$, but does not follow departures of $f$ from the simple law. At a 10 meV target it is borderline here.

## Cost against global refinement

Count one polarizability contribution for one $(k,q)$ pair as one unit, without symmetry reduction on either side. If $k$ and $q$ share a grid, global refinement costs $N^4$. Subsampling costs

$$(N_0^2-1+n_s)N_0^2=(143+4)\,144=21\,168 .$$

A scan in steps of 6, up to $N=300$, found the first grid after which the estimated error stayed below 10 meV. It is $N=120$ for the unscreened centre, 204 for the limiting value, and 102 for the limiting value with the same lattice correction. A direct calculation at $N=120$ gave an error of 8.5 meV.

The strongest of these three competitors is therefore $N=102$. Relative to it, the subsampled and lattice-corrected calculation uses 71 times fewer $q$ points and about 5100 times fewer pairs. The first ratio applies when the $k$ mesh is fixed; the second applies when both grids are refined together. Against the unscreened treatment the ratios are 98 and 9800.

These large savings are relative to treatments that do not resolve the central cell. The analytic centre described above, combined with the lattice correction, errs by about 10 meV at $N=12$, 6 meV at $N=15$ and 4 meV at $N=18$. At the 10 meV target, four subsamples on the $12\times12$ grid therefore save at most a factor of about 1.5 in $q$ points and 2.4 in pairs, relative to $N=15$, and nothing if the borderline $N=12$ result is accepted. Their advantage is that they do not assume the simple law inside the central cell.

Pair count is not run time. A uniform $36\times36$ calculation took 42 times as long as the subsampled one, although its pair ratio was 79. Fixed overhead is a plausible reason, but was not separated. In a first-principles code, each subsample also needs states on a shifted $k$ mesh. Four subsamples add four sets of $N_0^2$ points before symmetry reduction, which can matter when generating empty states is expensive.

## Stability and failure modes

Do not make $q_1$ arbitrarily small. The physical interband overlap is proportional to $q$. If separately calculated states have an orthogonality error $\eta$, the polarizability acquires a false part of order $\eta^2$, while $U\sim1/q$. The false term in $U\chi$ then grows as $\eta^2/q$. Velocity matrix elements provide a safer small-$q$ limit.

One ray is justified here by the symmetry at $K$. At a general $k$, the energy difference and overlaps can contain terms linear in $q$, which change sign when $q$ is reversed. Opposite rays cancel those terms. An anisotropic layer has a direction-dependent $r$ and needs an angular quadrature, together with an anisotropic $h$. Away from band edges, the self-energy also needs the pole contributions omitted above.

Free carriers change the law itself. In a static description with carrier screening wave number $q_s$, the denominator $q(1+rq)$ becomes $q(1+rq)+q_s$, so $W$ no longer diverges at $q=0$. The neutral-layer $r$ extraction and lattice correction then fail. Carrier plasmons add frequency structure that this static form omits.

## Relation to monolayer MoS₂

The lattice constant, starting gap, band-edge mass of 0.50 electron masses and screening length of about 4 nm are in the rough range of monolayer MoS₂. The two-site bands and strictly two-dimensional sheet are simplifications of a three-atom-thick crystal with several relevant orbitals. The following shifts were recalculated within the model on the $12\times12$ grid, with subsampling but without the lattice correction, so their last digit is uncertain; a full-zone integration makes the remote-screening and substrate shifts more negative by 0.005 to 0.013 eV. $D$ changes by $-0.04$ eV for a thickness of 0.6 nm, $-0.10$ eV for 20% stronger remote-band screening, and $-0.02$ eV when the starting gap is lowered by 0.075 eV to represent spin-orbit splitting. A silica substrate changes it by $-0.28$ eV if the static dielectric constant 3.9 is used, but by only about $-0.14$ eV with the electronic value of about 2.1. The static value includes the slow response of the silica lattice, which a calculation with static substrate screening treats as instantaneous.

A substrate breaks the assumption of isolation, and doping breaks that of neutrality. For $10^{12}$ carriers per cm$^2$ at 300 K, a static estimate gives $q_s=3.3$ nm$^{-1}$ and a change in $D$ of about $-0.4$ eV. It cuts the integral off at the thermal wave number, 0.58 nm$^{-1}$; static carrier screening at larger momenta would add about $-0.1$ eV. The estimate is neither a bound nor a dynamical GW result. Lattice vibrations, remote-band dynamics and self-consistency are also omitted. A grid error below 10 meV therefore measures numerical convergence for the stated layer, not agreement with a measured gap.

## Values computed for the example and the checks

```
lattice constant 0.32 nm, cell area 0.08868 nm^2
starting gap 1.7 eV, hopping 1.3 eV
orbital width 0.07 nm, band-edge mass 0.499 m_e
e^2/(4 pi eps0) = 1.43996 eV nm
pole test: axis 0.19105 eV, poles 0.19105 eV
screening length: remote 3.000 nm
  interband, velocities 0.9300 nm; response 0.9293 nm
  total 3.9300 nm; from innermost subsample 3.9390 nm
reference D = 1.09380 eV (lower resolution 1.09380 eV)
central disc radius, N=12: 0.9920 1/nm; r*kappa = 3.899
  subsample q = 0.0689 1/nm, integrand = 1165.156 eV
  subsample q = 0.3274 1/nm, integrand = 135.025 eV
  subsample q = 0.6646 1/nm, integrand = 40.983 eV
  subsample q = 0.9231 1/nm, integrand = 22.334 eV
N=12 body sum 0.47392 eV
N=12 central disc 0.57178 eV
N=12 subsampled D 1.04571 eV
N=12 lattice error R -48.10 meV
N=12 corrected D 1.09381 eV, error 0.01 meV
Gauss error, 1 to 4 points (meV): -97.747, -15.221, -2.267, -0.331
Gauss error ratio 2 to 3 points 6.71, predicted 7.01
one ray minus angular average -0.002 meV
unscreened-centre error: lattice 0.8576 eV, law 0.8462 eV
bare lattice constant C: zeta 0.37612, direct sum 0.37658
errors (meV): N, unscreened, limit, subsampled, corrected
    6    2055.43   -9082.14     -53.14      -0.22
   12     809.86   -1974.53     -48.03       0.07
   24     281.90    -414.20     -38.46      -0.07
   48      81.34     -92.69     -26.93      -0.04
target 10 meV; scan step 6; required N:
  unscreened 120, limit 204, limit+lattice corr. 102
direct N=120: error 8.54 meV, scan 8.61 meV
subsampled: 147 q points, 21168 k-q pairs
  unscreened: q ratio 98.0, pair ratio 9.8e+03
  limit: q ratio 283.1, pair ratio 8.18e+04
  limit+corr.: q ratio 70.8, pair ratio 5.11e+03
time: subsampled 0.0194 s, uniform 36x36 0.823 s
  time ratio 42.5, pair ratio 79.3
neglected, change of D: thickness 0.6 nm -0.041 eV
  silica substrate (eps 3.9) -0.280 eV
  gap lowered 0.075 eV by spin-orbit -0.0204 eV
  remote screening +20% -0.103 eV
  carriers 1e12 cm^-2, 300 K, static estimate -0.380 eV
  carrier screening q_s 3.342 1/nm, cutoff 0.582 1/nm
```
